**Short-range coefficients of s states around a point nucleus**

The program tests the expansion \(\psi=\sum_kc_kr^k\) of nonrelativistic s states and the energy-independent relation \(c_3=-(2\kappa/3)c_2+(\kappa^3/6)c_0\). Here \(\kappa=Zme^2/(4\pi\varepsilon_0\hbar^2)\), with nuclear charge \(Ze\) and electron mass \(m\). It asserts that confluent hypergeometric solutions satisfy the Schrödinger equation at two radii and have the derived Taylor coefficients, at three bound levels and at two other energies. Symbolic tests cover superpositions, the density relation \(b_3=-(5\kappa/3)b_2+2\kappa^3b_0\) for \(\rho=\sum_kb_kr^k\), its violation by p densities, and a trial function for which the first cusp condition is not sufficient. Diagonalization in a hard-walled sphere tests the effect of additional potentials. The output for \(Z=3\) shows the same \(c_3\) from direct expansion and from \(c_2\) alone at all five energies. It also shows that the chosen smooth potential preserves the relation, while a linear potential shifts it by the derived amount.

## Program and output

```python
"""
Short-range expansion of nonrelativistic s states around a point charge Z e.
With kappa = Z m e^2/(4 pi eps0 hbar^2), eta = m E/hbar^2, psi = sum c_k r^k:
  c1 = -kappa c0,  c2 = (kappa^2 - eta) c0/3,
  c3 = -kappa (kappa^2 - 4 eta) c0/18,
and, without the energy, c3 = -(2 kappa/3) c2 + (kappa^3/6) c0.
For s densities rho = sum b_k r^k: b3 = -(5 kappa/3) b2 + 2 kappa^3 b0.
Scaled units below: x = kappa r, energy in hbar^2 kappa^2/m.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eig
from numpy.polynomial import Chebyshev
from sympy.physics.hydrogen import R_nl

mp.mp.dps = 40
charge_number = 3
mass, hbar, e = const.m_e, const.hbar, const.e
coulomb = charge_number * e**2 / (4 * const.pi * const.epsilon_0)
kappa = mass * coulomb / hbar**2
energy_unit = hbar**2 * kappa**2 / mass
nm = 1e-9


def close(a, b, tol):
    return abs(a - b) <= tol * max(1.0, abs(b))


# ---- Regular solutions at arbitrary energy, in SI units ----
def regular_solution(energy):
    q = mp.sqrt(mp.mpc(-2 * mass * energy)) / hbar
    return lambda r: mp.exp(-q * r) * mp.hyp1f1(1 - kappa / q, 2, 2 * q * r)


energies = {f"{n}s": -energy_unit / (2 * n**2) for n in (1, 2, 3)}
energies["free"] = 50 * e
energies["no level"] = -80 * e

print(f"Z = {charge_number}")
print(f"kappa = {kappa * nm:.6f} nm^-1")
print(f"kappa^2 = {(kappa * nm)**2:.4f} nm^-2")
print(f"kappa^3 = {(kappa * nm)**3:.3f} nm^-3")
print(f"energy unit hbar^2 kappa^2/m = {energy_unit / e:.5f} eV")
for name, energy in energies.items():
    psi = regular_solution(energy)
    for r in (0.7 / kappa, 2.3 / kappa):
        residual = (-hbar**2 / (2 * mass)
                    * (mp.diff(psi, r, 2) + 2 * mp.diff(psi, r) / r)
                    - coulomb / r * psi(r) - energy * psi(r))
        assert abs(residual) / energy_unit < 1e-10
    c = [complex(v).real * nm**k
         for k, v in enumerate(mp.taylor(psi, 0, 3))]
    k_nm = kappa * nm
    eta = mass * energy / hbar**2 * nm**2
    assert close(c[0], 1, 1e-12)
    assert close(c[1], -k_nm, 1e-10)
    assert close(c[2], (k_nm**2 - eta) / 3, 1e-10)
    assert close(c[3], -k_nm * (k_nm**2 - 4 * eta) / 18, 1e-10)
    c3_relation = -2 * k_nm / 3 * c[2] + k_nm**3 / 6
    assert close(c[3], c3_relation, 1e-10)
    print(f"{name}: E = {energy / e:.4f} eV, eta = {eta:.4f} nm^-2")
    print(f"  c2 = {c[2]:.4f} nm^-2, c3 = {c[3]:.3f} nm^-3")
    print(f"  c3 from c2 alone = {c3_relation:.3f} nm^-3")

growth = abs(regular_solution(energies["no level"])(1 * nm))
assert growth > 1e3
print(f"no level: |psi(1 nm)/psi(0)| = {float(growth):.3e}")

# ---- Gain from each order for the 2s state ----
psi_2s = regular_solution(energies["2s"])
eta_2s = mass * energies["2s"] / hbar**2
series_2s = [1, -kappa, (kappa**2 - eta_2s) / 3,
             -kappa * (kappa**2 - 4 * eta_2s) / 18]


def partial_sum(r, order):
    return sum(series_2s[k] * r**k for k in range(order + 1))


r_test = 0.005 * nm
value = float(mp.re(psi_2s(r_test)))
print(f"2s at r = {r_test / nm:.3f} nm: psi/psi(0) = {value:.7f}")
errors = []
for order in (1, 2, 3):
    approx = partial_sum(r_test, order)
    errors.append(abs(approx - value))
    print(f"  order {order}: {approx:.7f}, error {approx - value:.2e}")
assert errors[0] > errors[1] > errors[2]
half_value = float(mp.re(psi_2s(r_test / 2)))
ratio = errors[2] / abs(partial_sum(r_test / 2, 3) - half_value)
assert abs(ratio - 16) < 1
print(f"  cubic error ratio on halving r = {ratio:.3f}")

# ---- Closed hydrogenic functions, superpositions and densities ----
x = sp.symbols("x", positive=True)


def coefficients(expr):
    return [sp.simplify(sp.diff(expr, x, k).subs(x, 0) / sp.factorial(k))
            for k in range(4)]


def wave_defect(c):
    return sp.simplify(c[3] + sp.Rational(2, 3) * c[2] - c[0] / 6)


def density_defect(b):
    return sp.simplify(b[3] + sp.Rational(5, 3) * b[2] - 2 * b[0])


s1, s2, s3 = [R_nl(n, 0, x, 1) for n in (1, 2, 3)]
assert wave_defect(coefficients(s1 + 2 * s2 - 3 * s3)) == 0
node = coefficients(s1 / s1.subs(x, 0) - s2 / s2.subs(x, 0))
assert node[0] == 0 and node[2] != 0
node_ratio = sp.simplify(node[3] / node[2])
assert node_ratio == -sp.Rational(2, 3)
print(f"1s-2s with psi(0)=0: c3/(kappa c2) = {float(node_ratio):.6f}")

# Density of s1 + exp(i theta) s2 with cos(theta) = 3/5.
packet_density = s1**2 + s2**2 + sp.Rational(6, 5) * s1 * s2
assert density_defect(coefficients(packet_density)) == 0

for label, other in (("2s", s2), ("2p", R_nl(2, 1, x, 1))):
    b = coefficients((s1**2 + other**2) / 2)
    defect = density_defect(b)
    assert sp.simplify(b[1] + 2 * b[0]) == 0
    if label == "2s":
        assert defect == 0
    else:
        assert defect != 0
    scaled = [float(b[k] / b[0]) * (kappa * nm)**k for k in range(4)]
    predicted = (-5 * kappa * nm / 3 * scaled[2]
                 + 2 * (kappa * nm)**3)
    print(f"density half 1s, half {label}, divided by rho(0):")
    print(f"  b1 = {scaled[1]:.4f} nm^-1, b2 = {scaled[2]:.3f} nm^-2")
    print(f"  b3 = {scaled[3]:.2f} nm^-3")
    print(f"  b3 from s relation = {predicted:.2f} nm^-3")

for n in (2, 3, 4):
    p_density = coefficients(R_nl(n, 1, x, 1)**2)
    assert p_density[0] == 0 and p_density[1] == 0
    assert sp.simplify(p_density[3] + p_density[2]) == 0
    assert sp.simplify(density_defect(p_density)
                       - sp.Rational(2, 3) * p_density[2]) == 0

# ---- The first cusp condition alone is not enough ----
trial = sp.exp(-x) * (1 + x**2)
trial_c = coefficients(trial)
assert trial_c[1] == -trial_c[0]
h_trial = sp.expand(sp.simplify(
    -sp.diff(trial, x, 2) / 2 - sp.diff(trial, x) / x - trial / x))
h_series = sp.series(h_trial, x, 0, 2).removeO()
h_cusp = sp.expand(h_series).coeff(x, 1) + sp.expand(h_series).coeff(x, 0)
trial_defect = wave_defect(trial_c)
assert trial_defect != 0
assert sp.simplify(h_cusp + 6 * trial_defect) == 0
print("trial exp(-x)(1+x^2), scaled units:")
print(f"  relation defect = {float(trial_defect):.6f}")
print(f"  (H psi)'(0) + (H psi)(0) = {float(h_cusp):.6f}")

# ---- The excluded 1/r solution carries a point source ----
gauss = sp.exp(-x**2)
laplacian = sp.diff(gauss, x, 2) + 2 * sp.diff(gauss, x) / x
source = sp.integrate(sp.expand(4 * sp.pi * x * laplacian), (x, 0, sp.oo))
assert sp.simplify(source + 4 * sp.pi) == 0


# ---- Extra potentials: diagonalization in a hard-walled sphere ----
def boxed_state(v0, v1, v2, radius=4.0, size=22):
    angles = (2 * np.arange(size) + 1) * np.pi / (2 * size)
    points = radius * (1 + np.cos(angles)) / 2
    domain = [0, radius]
    wall = Chebyshev([radius / 2, -radius / 2], domain=domain)
    basis = [wall * Chebyshev.basis(j, domain=domain) for j in range(size)]
    extra = v0 + v1 * points + v2 * points**2
    left = np.column_stack([
        -0.5 * points * f.deriv(2)(points) - f.deriv(1)(points)
        + (points * extra - 1) * f(points) for f in basis])
    right = np.column_stack([points * f(points) for f in basis])
    values, vectors = eig(left, right)
    # Nonnegative extra potentials keep the true spectrum above -0.5.
    allowed = np.where((abs(values.imag) < 1e-8) & (values.real > -0.6))[0]
    chosen = allowed[np.argmin(values.real[allowed])]
    state = sum(w * f for w, f in zip(vectors[:, chosen].real, basis))
    c = np.array([state(0.0), state.deriv(1)(0.0),
                  state.deriv(2)(0.0) / 2, state.deriv(3)(0.0) / 6])
    return values[chosen].real, c / c[0]


print(f"boxed states, wall at x = {4.0:.1f}, scaled units:")
for label, v in (("no extra", (0.0, 0.0, 0.0)),
                 ("smooth", (0.3, 0.0, 0.4)),
                 ("linear", (0.0, 0.5, 0.0))):
    level, c = boxed_state(*v)
    defect = c[3] + 2 * c[2] / 3 - 1 / 6
    # Third derivatives of the polynomial amplify rounding errors.
    assert abs(c[1] + 1) < 1e-5
    assert abs(c[2] - (1 - level + v[0]) / 3) < 1e-5
    assert abs(defect - v[1] / 6) < 1e-5
    print(f"  {label}: v0, v1, v2 = {v[0]}, {v[1]}, {v[2]}")
    print(f"    E = {level:.6f}, c2 = {c[2]:.6f}, c3 = {c[3]:.6f}")
    print(f"    relation defect = {round(defect, 6) + 0.0:.6f}")

print("all tests passed")
```

It prints:

```
Z = 3
kappa = 56.691784 nm^-1
kappa^2 = 3213.9583 nm^-2
kappa^3 = 182205.032 nm^-3
energy unit hbar^2 kappa^2/m = 244.90248 eV
1s: E = -122.4512 eV, eta = -1606.9792 nm^-2
  c2 = 1606.9792 nm^-2, c3 = -30367.505 nm^-3
  c3 from c2 alone = -30367.505 nm^-3
2s: E = -30.6128 eV, eta = -401.7448 nm^-2
  c2 = 1205.2344 nm^-2, c3 = -15183.753 nm^-3
  c3 from c2 alone = -15183.753 nm^-3
3s: E = -13.6057 eV, eta = -178.5532 nm^-2
  c2 = 1130.8372 nm^-2, c3 = -12371.947 nm^-3
  c3 from c2 alone = -12371.947 nm^-3
free: E = 50.0000 eV, eta = 656.1711 nm^-2
  c2 = 852.5958 nm^-2, c3 = -1855.944 nm^-3
  c3 from c2 alone = -1855.944 nm^-3
no level: E = -80.0000 eV, eta = -1049.8737 nm^-2
  c2 = 1421.2773 nm^-2, c3 = -23348.993 nm^-3
  c3 from c2 alone = -23348.993 nm^-3
no level: |psi(1 nm)/psi(0)| = 6.566e+14
2s at r = 0.005 nm: psi/psi(0) = 0.7448553
  order 1: 0.7165411, error -2.83e-02
  order 2: 0.7466719, error 1.82e-03
  order 3: 0.7447740, error -8.13e-05
  cubic error ratio on halving r = 15.734
1s-2s with psi(0)=0: c3/(kappa c2) = -0.666667
density half 1s, half 2s, divided by rho(0):
  b1 = -113.3836 nm^-1, b2 = 6338.640 nm^-2
  b3 = -234504.62 nm^-3
  b3 from s relation = -234504.62 nm^-3
density half 1s, half 2p, divided by rho(0):
  b1 = -113.3836 nm^-1, b2 = 6461.395 nm^-2
  b3 = -244838.01 nm^-3
  b3 from s relation = -246103.32 nm^-3
trial exp(-x)(1+x^2), scaled units:
  relation defect = -0.333333
  (H psi)'(0) + (H psi)(0) = 2.000000
boxed states, wall at x = 4.0, scaled units:
  no extra: v0, v1, v2 = 0.0, 0.0, 0.0
    E = -0.483265, c2 = 0.494422, c3 = -0.162948
    relation defect = 0.000000
  smooth: v0, v1, v2 = 0.3, 0.0, 0.4
    E = 0.380236, c2 = 0.306588, c3 = -0.037725
    relation defect = 0.000000
  linear: v0, v1, v2 = 0.0, 0.5, 0.0
    E = 0.097926, c2 = 0.300691, c3 = 0.049539
    relation defect = 0.083333
all tests passed
```
